\section*{Surface relaxation in a slab: from fast to diffusion-limited decay}

\section{The decision: may a decay rate be read as a pore size?}

Suppose the transverse NMR signal of a liquid in a narrow gap has been measured, and the gap width is wanted. The short route takes the decay rate at late times, subtracts the bulk relaxation rate and sets the remainder equal to $\rho S/V$, where $\rho$ is the surface relaxivity, $S$ the wall area and $V$ the liquid volume. Provided the remainder is not small against the bulk rate, so that the subtraction is reliable, whether this is allowed depends on one dimensionless number. For a slab of half-width $a$ and diffusion coefficient $D$ it is
\begin{equation}
\kappa=\frac{\rho a}{D}=\frac{a^2/D}{a/\rho},
\label{kappa}
\end{equation}
the time needed to diffuse across the half-width divided by the time the walls would need to relax a well-mixed liquid. In the example below, the short route is wrong by 2\% at $\kappa=0.05$ and by a factor of 21 at $\kappa=50$. The eigenvalue problem that decides this, known in NMR as the Brownstein--Tarr model, can be solved for the slab in full.

\section{Model and wall condition}

The liquid fills $-a<x<a$. Both walls relax, so an area $A$ of the slab has $S/V=2A/(2aA)=1/a$. (If $a$ denoted the full width, this would be $2/a$.) In the rotating frame, on resonance and without field gradients, the transverse magnetization density $m(x,t)$ can be taken real and obeys
\begin{equation}
\frac{\partial m}{\partial t}=D\frac{\partial^2 m}{\partial x^2}-\frac{m}{T_B},\qquad m(x,0)=m_0,
\label{bt}
\end{equation}
with bulk relaxation time $T_B$ and a uniform start.

For the wall condition, let a liquid layer of thickness $\epsilon$ next to the impermeable wall at $x=a$ relax with an additional rate $1/T_s$. The magnetization balance of this layer is
\begin{equation}
\frac{d}{dt}\int_{a-\epsilon}^{a}\! m\,dx=-D\left.\frac{\partial m}{\partial x}\right|_{a-\epsilon}-\Big(\frac1{T_B}+\frac1{T_s}\Big)\int_{a-\epsilon}^{a}\! m\,dx .
\end{equation}
Let $\epsilon\to0$ with $\rho=\epsilon/T_s$ fixed. The storage and bulk terms are proportional to $\epsilon$ and vanish; the surface term tends to $\rho m(a)$. Hence $-D\,\partial m/\partial x=\rho m$ at $x=a$. At $x=-a$ the outward direction is $-x$. Both walls are covered by
\begin{equation}
D\frac{\partial m}{\partial n}+\rho m=0,
\label{robin}
\end{equation}
with $n$ the outward normal. The gradient in the layer is at most about $\rho m/D$, so $m$ is nearly uniform there if $\rho\epsilon/D\ll1$; we also need $\epsilon\ll a$. A calculation with a resolved layer at $\kappa=1$ gives a slowest rate that differs from the thin-layer limit by 0.98\% for $\epsilon=0.02a$ and 0.49\% for $\epsilon=0.01a$, an error proportional to $\epsilon$.

\section{Separation and orthogonality}

Write $m=e^{-t/T_B}w$. The bulk term cancels and $w$ obeys pure diffusion with the same wall condition. A solution $w=u(x)e^{-\lambda t}$ requires
\begin{equation}
-Du''=\lambda u,\qquad Du'(a)=-\rho u(a),\quad Du'(-a)=\rho u(-a).
\label{eig}
\end{equation}
For two solutions $u,v$ with eigenvalues $\lambda_u,\lambda_v$, integration by parts gives
\begin{equation}
(\lambda_v-\lambda_u)\int_{-a}^{a}uv\,dx=D\int_{-a}^{a}(vu''-uv'')dx=D\,[vu'-uv']_{-a}^{a}=0,
\end{equation}
because at each wall $u'$ and $v'$ are the same multiple of $u$ and $v$. Modes with different eigenvalues are therefore orthogonal. Multiplying (\ref{eig}) by $u$ and integrating gives
\begin{equation}
\lambda\int_{-a}^{a}u^2dx=D\int_{-a}^{a}u'^2dx+\rho\,[u(a)^2+u(-a)^2],
\end{equation}
so $\lambda>0$ for $\rho>0$: every mode decays. The two terms are the cost of bending the profile and the loss at the walls. Equation (\ref{eig}) is a regular Sturm--Liouville problem, whose eigenfunctions form a complete set, so the initial state can be expanded in them.

\section{The modes}

Set $\lambda=D\xi^2/a^2$ and $u=A\cos(\xi x/a)+B\sin(\xi x/a)$. Multiplied by $a/D$, the conditions at $x=a$ and $x=-a$ read
\begin{align}
\xi(-A\sin\xi+B\cos\xi)+\kappa(A\cos\xi+B\sin\xi)&=0,\\
-\xi(A\sin\xi+B\cos\xi)+\kappa(A\cos\xi-B\sin\xi)&=0.
\end{align}
Half their sum and half their difference are
\begin{equation}
A(\kappa\cos\xi-\xi\sin\xi)=0,\qquad B(\xi\cos\xi+\kappa\sin\xi)=0 .
\end{equation}
The even modes ($B=0$) thus satisfy
\begin{equation}
\xi_n\tan\xi_n=\kappa,\qquad n\pi<\xi_n<n\pi+\tfrac{\pi}{2},\quad n=0,1,2,\dots
\label{root}
\end{equation}
There is one root in each interval, since $\xi\tan\xi$ rises there from 0 to infinity, its derivative $\tan\xi+\xi/\cos^2\xi$ being positive. In the intervals between, $\tan\xi<0$ and there is no root. The odd modes ($A=0$) satisfy $\xi\cot\xi=-\kappa$. They integrate to zero over the slab and do not contribute to the total signal.

\section{The weights}

Expand $w(x,0)=m_0=\sum_n c_nu_n$ with $u_n=\cos(\xi_nx/a)$. Orthogonality gives $c_n=m_0\int u_n/\int u_n^2$. Integrating $w$ over the slab and dividing by $2am_0$ gives the surface factor
\begin{equation}
M_s(t)=\sum_nI_ne^{-\lambda_nt},\qquad I_n=\frac{\left(\int u_n\,dx\right)^2}{2a\int u_n^2\,dx}.
\label{ms}
\end{equation}
The integrals are
\begin{equation}
\int_{-a}^{a}u_n\,dx=\frac{2a\sin\xi_n}{\xi_n},\qquad
\int_{-a}^{a}u_n^2\,dx=a\Big(1+\frac{\sin2\xi_n}{2\xi_n}\Big).
\end{equation}
With $\tan\xi_n=\kappa/\xi_n$,
\begin{equation}
\sin^2\xi_n=\frac{\tan^2\xi_n}{1+\tan^2\xi_n}=\frac{\kappa^2}{\xi_n^2+\kappa^2},\qquad
\frac{\sin2\xi_n}{2\xi_n}=\frac{\tan\xi_n}{\xi_n(1+\tan^2\xi_n)}=\frac{\kappa}{\xi_n^2+\kappa^2}.
\end{equation}
Inserting these,
\begin{equation}
I_n=\frac{2\sin^2\xi_n/\xi_n^2}{1+\sin2\xi_n/(2\xi_n)}=\frac{2\kappa^2}{\xi_n^2(\xi_n^2+\kappa^2+\kappa)} .
\label{In}
\end{equation}
The full signal is
\begin{equation}
\frac{M(t)}{M(0)}=e^{-t/T_B}\sum_{n=0}^{\infty}I_n\,e^{-D\xi_n^2t/a^2}.
\label{full}
\end{equation}
All weights are positive, and $\sum_nI_n=M_s(0)=1$.

\section{Initial slope and mean lifetime}

Two properties of the decay follow without the roots. Integrating the diffusion equation over the slab gives
\begin{equation}
\frac{dM_s}{dt}=-\frac{\rho}{2am_0}\,[w(a,t)+w(-a,t)] .
\label{slope}
\end{equation}
As $t\to0$ both wall values tend to $m_0$, so the initial surface rate is $\rho/a=\rho S/V$ for any finite $\kappa$. How long this rate lasts, measured in units of the diffusion time $a^2/D$, depends on $\kappa$.

The mean surface lifetime is $\tau_m=\int_0^\infty M_s\,dt=\sum_nI_n/\lambda_n$. Define $v(x)=\int_0^\infty w\,dt/m_0$. Integrating the diffusion equation over all times gives $Dv''=-1$, since $w/m_0$ falls from 1 to 0; $v$ obeys the same wall condition as $w$. The even solution is $v=(a^2-x^2)/2D+c$. At $x=a$, $Dv'=-a$ must equal $-\rho c$, so $c=a/\rho$. The average over the slab is
\begin{equation}
\tau_m=\frac{a}{\rho}+\frac{1}{2a}\int_{-a}^{a}\frac{a^2-x^2}{2D}\,dx=\frac a\rho+\frac{a^2}{3D}.
\label{mean}
\end{equation}
The wall time and a diffusion time add, like resistances in series.

\section{Fast diffusion: $\kappa\ll1$}

The lowest root is now small. With $y=\xi_0^2$, the series of the tangent turns (\ref{root}) into
\begin{equation}
y+\frac{y^2}{3}+\frac{2y^3}{15}+\dots=\kappa .
\end{equation}
Try $y=\kappa+b\kappa^2+c\kappa^3$. Order $\kappa^2$ gives $b+\frac13=0$. Order $\kappa^3$ gives $c+\frac{2b}{3}+\frac2{15}=0$, so $c=\frac29-\frac2{15}=\frac4{45}$. Therefore
\begin{equation}
\lambda_0=\frac{D}{a^2}\,y=\frac{\rho}{a}\Big(1-\frac{\kappa}{3}+\frac{4\kappa^2}{45}-\dots\Big).
\label{fast}
\end{equation}
The leading term is $\rho S/V$. The correction is negative because the magnetization is slightly depleted at the walls, where the loss takes place.

The higher roots tend to $n\pi$, so (\ref{In}) gives $I_n\approx2\kappa^2/(n\pi)^4$ for $n\ge1$. With $\sum_{n\ge1}n^{-4}=\pi^4/90$,
\begin{equation}
1-I_0\approx\frac{\kappa^2}{45}.
\end{equation}
One exponential carries nearly the whole signal. Diffusion averages the magnetization over the slab before the walls have removed much of it.

\section{Slow diffusion: $\kappa\gg1$}

For a low mode put $\xi_n=(n+\frac12)\pi-\delta$. Then $\tan\xi_n=\cot\delta$, and (\ref{root}) becomes $\tan\delta=\xi_n/\kappa$. If $\xi_n\ll\kappa$, then $\delta\approx\xi_n/\kappa$ and
\begin{equation}
\xi_n\approx\frac{(n+\frac12)\pi}{1+1/\kappa},\qquad
\lambda_n\approx\frac{(2n+1)^2\pi^2D}{4(a+D/\rho)^2}.
\label{slow}
\end{equation}
A strong wall acts on these modes like a perfect sink placed a distance $D/\rho$ behind the real wall. As $\kappa\to\infty$,
\begin{equation}
\lambda_n\to\frac{(2n+1)^2\pi^2D}{4a^2},\qquad I_n\to\frac{2}{\xi_n^2}=\frac{8}{(2n+1)^2\pi^2}.
\end{equation}
The relaxivity has dropped out: arrival at the wall is the bottleneck. The rates stand as $1:9:25$ and the weights begin 0.81, 0.09, 0.03. The decay is multi-exponential, but the slowest mode still holds about four fifths of the signal.

The limit is not uniform in $n$. For $\xi_n\gg\kappa$, $\tan\xi_n=\kappa/\xi_n$ is small and the roots lie close to $n\pi$ instead. By (\ref{In}) their weights fall as $2\kappa^2/\xi_n^4$ instead of $2/\xi_n^2$, so the sum $\sum_nI_n\lambda_n$, which is the initial surface rate $\rho/a$, stays finite.

The apparent surface rate $r=-d\ln M_s/dt$ is the average of $\lambda_n$ with weights $p_n=I_ne^{-\lambda_nt}$. Differentiating, with $\dot p_n=-\lambda_np_n$,
\begin{equation}
\frac{dr}{dt}=-\frac{\sum\lambda_n^2p_n}{\sum p_n}+\Big(\frac{\sum\lambda_np_n}{\sum p_n}\Big)^2=-\left(\langle\lambda^2\rangle-\langle\lambda\rangle^2\right)<0 .
\end{equation}
The rate falls steadily from $\rho/a$ to $\lambda_0$, and the late decay is again a single exponential.

\section{Between the limits}

From (\ref{root}), $1/\kappa=\cot\xi_0/\xi_0$, so
\begin{equation}
\frac1{\xi_0^2}-\frac1\kappa=\frac{1-\xi_0\cot\xi_0}{\xi_0^2}=\sum_{j=1}^\infty\frac{2}{j^2\pi^2-\xi_0^2},
\end{equation}
where the last step is the partial-fraction series of the cotangent. Every term increases with $\xi_0$ on $(0,\pi/2)$. The sum therefore lies between its end values, $\frac13$ at $\xi_0=0$ and $4/\pi^2$ at $\xi_0=\pi/2$. Multiplying by $a^2/D$,
\begin{equation}
\frac a\rho+\frac{a^2}{3D}<\frac1{\lambda_0}<\frac a\rho+\frac{4a^2}{\pi^2D}
\label{bounds}
\end{equation}
for every $\kappa>0$. The lower bound is the mean lifetime (\ref{mean}). The prefactors of $a^2/D$ are 0.333 and 0.405. Their ratio is $12/\pi^2=1.22$, so the upper bound exceeds the lower one by less than 22\% at every $\kappa$.

The relation can also be inverted for the width. Since $a=\xi_0\sqrt{D/\lambda_0}$, we have $\kappa=\rho a/D=\rho\xi_0/\sqrt{D\lambda_0}$. Equation (\ref{root}) then reads $\tan\xi_0=\rho/\sqrt{D\lambda_0}$, and
\begin{equation}
a=\sqrt{\frac{D}{\lambda_0}}\,\arctan\frac{\rho}{\sqrt{D\lambda_0}} ,
\label{invert}
\end{equation}
on the principal branch, because $0<\xi_0<\pi/2$. For a small argument this returns $a=\rho/\lambda_0$. For a large one it tends to $\frac{\pi}{2}\sqrt{D/\lambda_0}$, and $\rho$ hardly matters.

\section{Early times}

While $\sqrt{Dt}\ll a$, each wall acts on its own half-space. Let $s$ be the distance from the wall and set $m_0=1$. The Laplace transform obeys $p\hat w-1=D\hat w''$, with bounded solution $\hat w=1/p+Ce^{-s\sqrt{p/D}}$. The wall condition $D\hat w'=\rho\hat w$ at $s=0$ gives $C=-\rho/[p(\rho+\sqrt{Dp})]$. With $h=\rho/\sqrt D$ the wall value is
\begin{equation}
\hat w(0)=\frac1p+C=\frac{1}{\sqrt p\,(\sqrt p+h)} .
\end{equation}
Its inverse is $E(t)=e^{z^2}\operatorname{erfc}z$ with $z=h\sqrt t=\kappa\sqrt{Dt}/a$. To verify this, differentiate: $E'=h^2E-h/\sqrt{\pi t}$ and $E(0)=1$. Transforming, $(p-h^2)\hat E=1-h/\sqrt p$, which is the expression above. The same differential equation integrates to $\int_0^tE\,dt'=[E-1+2h\sqrt{t/\pi}]/h^2$. By (\ref{slope}) the loss is $\rho/a$ times this integral, and $\rho/(ah^2)=1/\kappa$, so
\begin{equation}
1-M_s=\frac2a\sqrt{\frac{Dt}{\pi}}-\frac{1-e^{z^2}\operatorname{erfc}z}{\kappa}.
\label{early}
\end{equation}
For $z\ll1$, $E\approx1-2z/\sqrt\pi+z^2$, and the loss is $z^2/\kappa=\rho t/a$. For $z\gg1$ the first term dominates. A strong wall thus has a window $a^2/(D\kappa^2)\ll t\ll a^2/D$ in which the loss grows as $\sqrt t$, the amount diffusion can deliver. The approach to this law is slow, because the second term lowers the loss by nearly $1/\kappa$: at $\kappa=50$ and $Dt/a^2=0.01$ the loss is 84\% of the first term and its local exponent in $t$ is 0.58. A single exponential, whose loss starts linearly in $t$, cannot follow this.

\section{Worked example: one slab, three walls}

Take the round model values $a=10\;\mu$m, $D=2\times10^{-9}$ m$^2$/s and $T_B=2$ s. The diffusion time $a^2/D$ is 50 ms.

\textit{Weak wall}, $\rho=10^{-5}$ m/s. Here $\kappa=10^{-5}\times10^{-5}/(2\times10^{-9})=0.05$ and $\rho S/V=1.000$ s$^{-1}$. The root $\xi_0=0.2218$ gives $\lambda_0=0.984$ s$^{-1}$, in line with $1-0.05/3=0.983$. The other modes hold $5.4\times10^{-5}$ of the signal, against $\kappa^2/45=5.6\times10^{-5}$. The curve $e^{-\rho t/a}$ misses $M_s$ by at most 0.0061 of the initial signal. The total long-time $T_2$ is $1/(0.500+0.984)$ s $=674$ ms, so the bulk rate must be subtracted before a width is inferred. After that, $\rho/\lambda_0$ gives $10.2\;\mu$m.

\textit{Intermediate wall}, $\rho=2\times10^{-4}$ m/s, $\kappa=1$. Now $\rho S/V=20.0$ s$^{-1}$ but $\lambda_0=14.8$ s$^{-1}$, and $\rho/\lambda_0=13.5\;\mu$m is 35\% too large. Yet the slowest mode still has weight 0.986. A decay that looks like one exponential is therefore no proof of fast diffusion.

\textit{Strong wall}, $\rho=10^{-2}$ m/s, $\kappa=50$. This relaxivity is a model value, far above the range of roughly 1 to 100 $\mu$m/s usual for mineral pore walls; for a layer of 0.3 nm it would mean $T_s=30$ ns. Reaching $\kappa=50$ with $\rho=100\;\mu$m/s instead needs $a=1$ mm, where $\lambda_0T_B\approx0.009$ and the surface rate is hidden under the bulk rate. The rate $\rho S/V$ would be 1000 s$^{-1}$; the slowest mode has 47.4 s$^{-1}$. The perfect-sink value 49.35 s$^{-1}$, corrected by (\ref{slow}), gives $49.35/1.02^2=47.4$ s$^{-1}$. The next two rates are 427 and 1186 s$^{-1}$, and the first three weights are 0.826, 0.091 and 0.032. The bounds (\ref{bounds}) are 17.7 and $1.0+20.3=21.3$ ms; the longest surface lifetime is 21.1 ms.

The short route gives $\rho/\lambda_0=211\;\mu$m. In (\ref{invert}), $\sqrt{D\lambda_0}=3.08\times10^{-4}$ m/s, the arctangent of $32.5$ is 1.540, and $\sqrt{D/\lambda_0}=6.49\;\mu$m. The product is $10.0\;\mu$m, as it should be.

The surface factor of the strong wall develops as follows.

\begin{center}
\begin{tabular}{cccc}
$t$ (ms) & $M_s$ & slowest mode & $r$ (s$^{-1}$)\\
0.05 & 0.978 & 0.824 & 316\\
0.5 & 0.905 & 0.807 & 122\\
2 & 0.793 & 0.751 & 70.8\\
5 & 0.662 & 0.652 & 53.8\\
20 & 0.320 & 0.320 & 47.5
\end{tabular}
\end{center}

At 0.5 ms, $z=50\sqrt{0.01}=5$ and (\ref{early}) gives a loss of $0.1128-(1-0.111)/50=0.095$, in agreement with the table. By 20 ms the slowest mode alone gives $M_s$ to the digits shown, and $r$ is within 0.1\% of $\lambda_0$. An experiment whose first usable point comes at 5 ms would see little of the multi-exponential part.

A finite-volume solution of the diffusion equation, which uses neither the roots nor the weights, reproduces the lowest rates of all three walls to within $10^{-4}$ in relative terms; the numerical output below gives the details.

\section{Where the result stops applying}

Equation (\ref{full}) assumes equal walls. If one wall does not relax, the slab is equivalent to half of the symmetric one: the midplane carries no flux, and $a$ becomes the full width. Two unequal relaxing walls need a new root equation. A non-uniform initial state keeps the rates but in general changes the weights; only a part odd in $x$ can be added to the uniform start without changing the total signal, since it excites only odd modes, which integrate to zero, whereas every even mode has a nonzero integral. A field gradient adds diffusive dephasing, which (\ref{bt}) does not contain.

Nor does a multi-exponential decay by itself establish slow diffusion. A collection of isolated slabs of different widths, each with $\kappa\ll1$, gives a sum of exponentials with rates $\rho/a$. Within this model the two cases differ in how the rates depend on $\rho$ and $D$: fast-diffusion rates follow $\rho$, while the low diffusion-limited rates follow $D$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
half-width a = 10.0 um; D = 2.00e-09 m^2/s
bulk T_B = 2.00 s; S/V = 1.000e+05 1/m
diffusion time a^2/D = 50.00 ms
perfect-sink slowest rate = 49.348 1/s
WALL rho = 1.0e-05 m/s, kappa = 0.050
  rho S/V = 1.0000 1/s
  n=0: xi=0.22176, rate=0.9836 1/s, I=9.9995e-01
  n=1: xi=3.15743, rate=199.3869 1/s, I=5.0044e-05
  n=2: xi=6.29113, rate=791.5670 1/s, I=3.1877e-06
  weight outside slowest mode = 5.425e-05
  mean surface lifetime = 1016.667 ms
  longest surface lifetime = 1016.722 ms
  long-time total T2 = 674.057 ms
  half-width inferred as rho/rate = 10.167 um
WALL rho = 2.0e-04 m/s, kappa = 1.000
  rho S/V = 20.0000 1/s
  n=0: xi=0.86033, rate=14.8035 1/s, I=9.8609e-01
  n=1: xi=3.42562, rate=234.6972 1/s, I=1.2409e-02
  n=2: xi=6.43730, rate=828.7762 1/s, I=1.1111e-03
  weight outside slowest mode = 1.391e-02
  mean surface lifetime = 66.667 ms
  longest surface lifetime = 67.552 ms
  long-time total T2 = 65.345 ms
  half-width inferred as rho/rate = 13.510 um
WALL rho = 1.0e-02 m/s, kappa = 50.000
  rho S/V = 1000.0000 1/s
  n=0: xi=1.54001, rate=47.4324 1/s, I=8.2600e-01
  n=1: xi=4.62025, rate=426.9334 1/s, I=9.1092e-02
  n=2: xi=7.70116, rate=1186.1571 1/s, I=3.2310e-02
  weight outside slowest mode = 1.740e-01
  mean surface lifetime = 17.667 ms
  longest surface lifetime = 21.083 ms
  long-time total T2 = 20.863 ms
  half-width inferred as rho/rate = 210.827 um
weak wall: max |signal - exp(-rho t/a)| = 0.00608
strong wall, surface factor only:
  t=0.05 ms: M=0.97814, slowest=0.82405, rate=315.69 1/s
  t=0.50 ms: M=0.90495, slowest=0.80664, rate=122.33 1/s
  t=2.00 ms: M=0.79320, slowest=0.75125, rate=70.78 1/s
  t=5.00 ms: M=0.66246, slowest=0.65160, rate=53.75 1/s
  t=20.00 ms: M=0.31990, slowest=0.31988, rate=47.45 1/s
  t=50.00 ms: M=0.07709, slowest=0.07709, rate=47.43 1/s
largest relative rate error vs grid = 8.2e-05
largest weight error vs grid = 1.0e-06
largest signal error vs grid = 1.7e-05
layer 0.02a: relative rate error = 0.00975
layer 0.01a: relative rate error = 0.00485
\end{verbatim}
